\section*{Meyerhofer's inverse-square-root law for spun resist thickness, part 1}

(Sections cited here and not found follow in the second part.)

\section{Outflow, evaporation and the switch}

\subsection{Definitions and conventions}

A flat disk of radius $R$ turns at constant angular speed $\omega$ about its vertical axis. It carries a liquid film of uniform thickness $h(t)$, with $h\ll R$. The distance from the axis is $r$, and the height above the disk is $z$. The liquid is a solution of resist solids in a volatile solvent, and $c$ is the volume fraction of solids. At the start $h=h_0$ and $c=c_0$.

The density $\rho$ is the same for solids, solvent and solution, and volumes add on mixing. The kinematic viscosity is $\nu$, with initial value $\nu_0$. The evaporation speed $e$ is the volume of liquid solvent lost per unit area and time, so it has the unit of a velocity. The final thickness $h_f$ is the volume of solids left per unit area, which is the thickness after all solvent has gone.

Meyerhofer's approximation divides the process into two stages. In the first the film flows outward at fixed composition and evaporation is ignored. In the second the film dries and flow is ignored. The switch is placed where the two mechanisms remove solvent at equal rates. The result to be derived is
\begin{equation}
h_f=c_0\left[\frac{3\nu_0 e}{2(1-c_0)\omega^2}\right]^{1/3},
\qquad e=C\omega^{1/2}\ \Rightarrow\ h_f\propto\omega^{-1/2}.
\label{eq:claim}
\end{equation}
The proportionality holds with $c_0$, $\nu_0$ and $C$ fixed while the speed is changed. The sudden switch is an approximation, so the exponent and the prefactor need separate examination. That is done in the second half.

\subsection{Thinning by flow}

In the frame turning with the disk, each unit mass of liquid feels the outward centrifugal force $\omega^2 r$. A film of uniform thickness has no radial pressure gradient, because the pressure at a given height is the same at all $r$. For a thin Newtonian film whose inertia is negligible, viscous and centrifugal forces balance:
\begin{equation}
\nu\frac{\partial^2 v}{\partial z^2}=-\omega^2 r ,
\label{eq:balance}
\end{equation}
where $v$ is the radial velocity. The liquid sticks to the disk, so $v=0$ at $z=0$. For the moment the air exerts no stress, so $\partial v/\partial z=0$ at $z=h$. One integration with the surface condition gives
\begin{equation}
\frac{\partial v}{\partial z}=\frac{\omega^2 r}{\nu}(h-z),
\end{equation}
and a second, with the condition at the disk, gives
\begin{equation}
v=\frac{\omega^2 r}{\nu}\left(hz-\frac{z^2}{2}\right).
\end{equation}
The volume crossing unit length of a circle per unit time is
\begin{equation}
q=\int_0^h v\,dz=\frac{\omega^2 r}{\nu}\left(\frac{h^3}{2}-\frac{h^3}{6}\right)
=\frac{\omega^2 r h^3}{3\nu}.
\end{equation}
Volume conservation in a ring then requires
\begin{equation}
\frac{dh}{dt}=-\frac1r\frac{\partial(rq)}{\partial r}
=-\frac{\omega^2h^3}{3\nu}\,\frac1r\frac{\partial r^2}{\partial r}
=-\frac{2\omega^2h^3}{3\nu}.
\label{eq:thin}
\end{equation}
The right side does not contain $r$. A film that starts uniform therefore stays uniform.

The neglected inertia can be estimated. The Coriolis force $2\omega v$ drives an azimuthal velocity of order $\omega h^2v/\nu$, whose own Coriolis force acts back on the radial motion with a strength of order $\omega^2h^2v/\nu$. The viscous term is of order $\nu v/h^2$. Their ratio is $(\omega h^2/\nu)^2$. The acceleration caused by thinning has the same order, since the thinning rate is of order $\omega^2h^2/\nu$. Equation \eqref{eq:thin} thus needs $(\omega h^2/\nu)^2\ll1$.

\subsection{Outflow alone}

During the first stage $\nu=\nu_0$. Since $d(h^{-2})/dt=-2h^{-3}\,dh/dt$, equation \eqref{eq:thin} becomes
\begin{equation}
\frac{d}{dt}\frac1{h^2}=\frac{4\omega^2}{3\nu_0},
\qquad
\frac1{h^2}-\frac1{h_0^2}=\frac{4\omega^2t}{3\nu_0}.
\label{eq:outflow}
\end{equation}
After a long time $h\approx[3\nu_0/(4\omega^2t)]^{1/2}$, which no longer depends on the starting thickness. Flow alone never stops, however, and so it selects no final thickness. Evaporation provides the end point.

\subsection{Why evaporation follows the square root of speed}

The disk drags the air above it around and throws it outward, and fresh air is drawn down to replace it. Let the air have kinematic viscosity $\nu_a$. In the laboratory frame the steady laminar flow over a wide disk can be written as
\begin{equation}
u_r=rf(z),\qquad u_\theta=rg(z),\qquad u_z=w(z).
\end{equation}
The distant air does not rotate, and the pressure has no radial gradient. The radial and azimuthal momentum equations and continuity then give
\begin{align}
f^2-g^2+wf'&=\nu_a f'', \label{eq:vk1}\\
2fg+wg'&=\nu_a g'', \label{eq:vk2}\\
w'&=-2f. \label{eq:vk3}
\end{align}
Here a prime means $d/dz$. The conditions are $f=w=0$ and $g=\omega$ at the disk, and $f,g\to0$ far above it. The film is so thin that its surface serves as $z=0$ for the air, and its slow radial motion is neglected.

Now put
\begin{equation}
\delta=\sqrt{\nu_a/\omega},\quad z=\delta\zeta,\quad
f=\omega F,\quad g=\omega G,\quad w=\sqrt{\nu_a\omega}\,W .
\label{eq:airscale}
\end{equation}
Every term of \eqref{eq:vk1} and \eqref{eq:vk2} acquires the factor $\omega^2$; for example $wf'=\sqrt{\nu_a\omega}\,(\omega/\delta)\,WF_\zeta=\omega^2WF_\zeta$. Both sides of \eqref{eq:vk3} acquire the factor $\omega$. The speed cancels from the equations and from the boundary conditions, so $F$, $G$ and $W$ are fixed functions of $\zeta$.

Let the solvent vapour have mass density $\rho_v\theta(z)$, where $\rho_v$ is the saturated value at the film surface. The incoming air carries no vapour, so $\theta(0)=1$ and $\theta(\infty)=0$. With vapour diffusivity $D_a$, a profile independent of $r$ satisfies
\begin{equation}
w\theta'=D_a\theta''\quad\Longrightarrow\quad
\theta_{\zeta\zeta}=\mathrm{Sc}\,W\theta_\zeta,\qquad
\mathrm{Sc}=\frac{\nu_a}{D_a}.
\end{equation}
Integrating once gives $\theta_\zeta=-K\exp(\mathrm{Sc}\int_0^\zeta W\,d\zeta')$, where $K=-\theta_\zeta(0)$. The total change of $\theta$ is $-1$, hence
\begin{equation}
K=\left[\int_0^\infty\exp\left(\mathrm{Sc}\int_0^\zeta W\,d\zeta'\right)d\zeta\right]^{-1}.
\end{equation}
The integral converges because the air moves towards the disk, so $W<0$. The coefficient $K$ depends on $\mathrm{Sc}$ but not on $\omega$. The mass flux at the surface is $\rho_vD_aK/\delta$, and division by the liquid density gives
\begin{equation}
e=\frac{\rho_v}{\rho}\,D_aK\sqrt{\frac{\omega}{\nu_a}}.
\label{eq:evap}
\end{equation}
The square root comes from the thickness $\delta$ of the air layer. Faster rotation makes the layer thinner and the vapour gradient steeper. The flux is uniform over the disk, which preserves the uniformity found in \eqref{eq:thin}. The result requires laminar air, a fixed surface temperature and a vapour pressure small compared with the atmosphere, so that evaporation does not itself drive the air.

\subsection{The switch and the final thickness}

During outflow at composition $c_0$, a fraction $1-c_0$ of the liquid leaving is solvent. The switch thickness $h_w$ is defined by equal solvent losses:
\begin{equation}
(1-c_0)\frac{2\omega^2h_w^3}{3\nu_0}=e
\quad\Longrightarrow\quad
h_w=\left[\frac{3\nu_0e}{2(1-c_0)\omega^2}\right]^{1/3}.
\label{eq:hw}
\end{equation}
At this moment the solids per unit area amount to $c_0h_w$. The second stage removes solvent alone, so $h_f=c_0h_w$, which is the first part of \eqref{eq:claim}.

Suppose more generally that $e\propto\omega^p$. With the other quantities fixed,
\begin{equation}
h_f^3\propto\frac{\omega^p}{\omega^2}
\quad\Longrightarrow\quad
h_f\propto\omega^{-(2-p)/3}.
\label{eq:pexp}
\end{equation}
For $p=1/2$ the exponent is $-(3/2)/3=-1/2$. If evaporation did not depend on speed, it would be $-2/3$. Faster rotation strengthens the outflow and thins the film, but it also brings the switch forward by drying the film faster. The second effect weakens the dependence from $-2/3$ to $-1/2$.

The formula presupposes $h_w<h_0$. If $c_0$ is so close to one, or rotation so slow, that $h_w\geq h_0$, evaporation leads from the beginning. The two-stage picture then gives $h_f=c_0h_0$, independent of speed.

\subsection{Duration of the stages}

Equation \eqref{eq:outflow} gives the outflow time
\begin{equation}
t_{\rm out}=\frac{3\nu_0}{4\omega^2}\left(\frac1{h_w^2}-\frac1{h_0^2}\right).
\end{equation}
From \eqref{eq:hw}, $3\nu_0/\omega^2=2(1-c_0)h_w^3/e$. Therefore
\begin{equation}
t_{\rm out}=\frac{(1-c_0)h_w}{2e}\left(1-\frac{h_w^2}{h_0^2}\right),
\qquad
t_{\rm dry}=\frac{(1-c_0)h_w}{e}.
\end{equation}
The drying time follows because the solvent volume $(1-c_0)h_w$ is removed at speed $e$. For $h_0\gg h_w$ drying lasts twice as long as outflow. In this limit, with $e\propto\omega^{1/2}$, both times scale as $\omega^{-1/2}/\omega^{1/2}=\omega^{-1}$.

\subsection{Worked example}

The parameters are rough round values in the regime of micrometre-thick positive photoresist on a 150 mm wafer. The solution has $c_0=0.20$, $\nu_0=20$ mm$^2$/s, $\rho=1000$ kg/m$^3$ and $h_0=100\ \mu$m. The solvent has a vapour pressure of 4.0 Torr at 295 K, a molar mass of 130 g/mol and $D_a=7.0$ mm$^2$/s. For air $\nu_a=15.0$ mm$^2$/s, so $\mathrm{Sc}=2.143$.

The ideal-gas law gives $\rho_v/\rho=2.827\times10^{-5}$. Numerical solution of the air equations gives $K=0.5842$. At 3000 rpm, $\omega=314.16$ rad/s and $\delta=218.5\ \mu$m, so \eqref{eq:evap} yields
\begin{equation}
e=\frac{(2.827\times10^{-5})(7.0\times10^{-6})(0.5842)}{218.5\times10^{-6}}\ \mathrm{m/s}
=0.529\ \mu\mathrm{m/s}.
\end{equation}
The air equations were also solved in their unscaled form at 1500 and 6000 rpm. The exponent of $e$ between these speeds is 0.5000.

Equation \eqref{eq:hw} becomes
\begin{equation}
h_w=\left[\frac{3(2.0\times10^{-5})(5.29\times10^{-7})}{2(0.80)(314.16)^2}\right]^{1/3}\mathrm{m}
=5.86\ \mu\mathrm{m},
\end{equation}
and $h_f=0.20\,h_w=1172$ nm, or 1.17 $\mu$m. At 1500 and 6000 rpm the same formula gives 1657 and 828 nm. Four times the speed halves the thickness.

At 3000 rpm the stages last 4.41 and 8.86 s. Their ratio differs slightly from two because $h_w^2/h_0^2$ is small but not zero. The inertia parameter $(\omega h^2/\nu_0)^2$ is $2.5\times10^{-2}$ at the start and $2.9\times10^{-7}$ at the switch, so inertia is a small correction at first and negligible when the thickness is decided.

\section{Both processes together}

\subsection{Symbols and results carried over}

The film has thickness $h$, solids fraction $c$ and kinematic viscosity $\nu$, with starting values $h_0$, $c_0$ and $\nu_0$. The disk turns at $\omega$, and solvent evaporates at speed $e$. Flow thins the film at the rate $2\omega^2h^3/(3\nu)$. Laminar air of viscosity $\nu_a$ forms a layer of thickness scale $\delta=(\nu_a/\omega)^{1/2}$ and makes $e\propto\omega^{1/2}$. The switch approximation gives $h_f=c_0h_w$, with $h_w^3=3\nu_0e/[2(1-c_0)\omega^2]$. In the example at 3000 rpm, $e=0.529\ \mu$m/s, $h_w=5.86\ \mu$m and $h_f=1172$ nm.

\subsection{Coupled equations at constant viscosity}

Let $S$ and $L$ be the volumes of solids and solvent per unit area, so that $h=S+L$ and $c=S/h$. If the film is well mixed through its depth, outflow removes both in proportion to their amounts, while evaporation removes solvent alone:
\begin{align}
\frac{dS}{dt}&=-\frac{2\omega^2h^2}{3\nu}S, \label{eq:S}\\
\frac{dL}{dt}&=-\frac{2\omega^2h^2}{3\nu}L-e. \label{eq:L}
\end{align}
Their sum is $dh/dt=-2\omega^2h^3/(3\nu)-e$. Define the length at which the total outflow rate at viscosity $\nu_0$ equals $e$:
\begin{equation}
H=\left(\frac{3\nu_0e}{2\omega^2}\right)^{1/3},
\qquad \frac{2\omega^2}{3\nu_0}=\frac{e}{H^3},
\qquad h_w=\frac{H}{(1-c_0)^{1/3}}.
\label{eq:H}
\end{equation}
Take first $\nu=\nu_0$ throughout. Then
\begin{equation}
\frac{dS}{dt}=-\frac{e h^2}{H^3}S,\qquad
\frac{dh}{dt}=-\frac{e(h^3+H^3)}{H^3}.
\end{equation}
Division eliminates time:
\begin{equation}
\frac{dS}{S}=\frac{h^2\,dh}{h^3+H^3}=\frac13\,d\ln(h^3+H^3).
\end{equation}
Thus $S/(h^3+H^3)^{1/3}$ stays constant. Its starting value is $c_0h_0/(h_0^3+H^3)^{1/3}$, which tends to $c_0$ for $h_0\gg H$. In that limit
\begin{equation}
S=c_0(h^3+H^3)^{1/3}.
\label{eq:Sh}
\end{equation}
The film is dry when $h=S=h_d$. Cubing \eqref{eq:Sh} gives $h_d^3=c_0^3h_d^3+c_0^3H^3$, and hence
\begin{equation}
h_d=\frac{c_0H}{(1-c_0^3)^{1/3}}.
\label{eq:hd}
\end{equation}

\subsection{What the sudden switch does to the prefactor}

The switch approximation gives the final thickness $h_f=c_0h_w=c_0H/(1-c_0)^{1/3}$. Since $1-c_0^3=(1-c_0)(1+c_0+c_0^2)$,
\begin{equation}
\frac{h_f}{h_d}=\left(\frac{1-c_0^3}{1-c_0}\right)^{1/3}
=(1+c_0+c_0^2)^{1/3}.
\label{eq:ratio}
\end{equation}
At constant viscosity the sudden switch overestimates the film, and the excess vanishes for dilute solutions. Direct integration of \eqref{eq:S} and \eqref{eq:L} at 3000 rpm from $h_0=100\ \mu$m, for $c_0=0.01$, 0.2 and 0.5, agrees with \eqref{eq:ratio} to within 5 parts in $10^4$.

The dilute agreement rests on a compensation. At $h=H$, equation \eqref{eq:Sh} gives $S=2^{1/3}c_0H$. This exceeds by 26\% the amount $c_0H$ that outflow at fixed composition would leave at the same thickness, because evaporation has already enriched the film. Outflow after this moment reduces the solids by the factor
\begin{equation}
\frac{h_d}{2^{1/3}c_0H}=\frac1{[2(1-c_0^3)]^{1/3}}.
\end{equation}
As $c_0\to0$ the gain $2^{1/3}$ and the loss $2^{-1/3}$ cancel.

In the example $H=5.438\ \mu$m and $h_d=0.20(5.438)/(0.992)^{1/3}=1.090\ \mu$m. The switch result is larger by the factor 1.074, and 20.4\% of the solids present at $h=H$ still flow away.

The switch approximation gives a final thickness proportional to $\omega^{-1/2}$, and at constant viscosity the coupled equations show that it overestimates the thickness by the factor $(1+c_0+c_0^2)^{1/3}$. It remains to examine the exponent and prefactor when viscosity rises during drying, and to consider solvent activity, air drag, diffusion within the film and effects that can change the exponent.

All numerical values are calculated from the stated model.
